\section*{Dipolar lengths of rubidium, chromium and dysprosium atoms}

\section{Problem}

Two identical atoms of mass $m$ carry magnetic moments of size $\mu$, both polarized along the $z$ axis. At separation $\mathbf r$, which makes an angle $\theta$ with that axis, their magnetic interaction energy is
\begin{equation}
V(\mathbf r)=\frac{\mu_0\mu^2}{4\pi}\,\frac{1-3\cos^2\theta}{r^3}.
\label{eq:V}
\end{equation}
It is negative for atoms placed head to tail ($\theta=0$) and positive for atoms side by side ($\theta=90^\circ$). We measure the strength of this interaction by a length,
\begin{equation}
a_{\rm dd}=\frac{\mu_0\mu^2 m}{12\pi\hbar^2}.
\label{eq:add}
\end{equation}

\begin{enumerate}
\item Find the separation at which the kinetic energy scale $\hbar^2/(mr^2)$ equals the dipolar scale $\mu_0\mu^2/(4\pi r^3)$, and compare it with $a_{\rm dd}$.
\item Show that $a_{\rm dd}$ marks a stability limit of a large uniform Bose--Einstein condensate in mean-field theory. This explains the number 12 in the definition.
\item Write $a_{\rm dd}$ in Hartree atomic units, with the moment in Bohr magnetons $\mu_{\rm B}$ and the mass in electron masses $m_{\rm e}$.
\item Find the moments of rubidium-87 in the state $F=2$, $|m_F|=2$, of chromium-52 in its level $^7S_3$, and of dysprosium-164 in its level $^5I_8$. Compute the three dipolar lengths.
\end{enumerate}

Take each atomic mass as the mass number $A$ times the atomic mass constant $m_{\rm u}$, which is good to roughly 0.1 percent here. Neglect the magnetic moments of the nuclei, and treat dysprosium at first as a pure $LS$ level.

\section{Hints}

\begin{enumerate}
\item Equate the two energies and solve for $r$. No quantum calculation is needed.
\item Add a weak density ripple $\delta\cos(\mathbf k\cdot\mathbf r)$ to a uniform gas and ask whether the energy rises. You need the Fourier transform of $V$. Away from the origin, $(1-3\cos^2\theta)/r^3$ is a second derivative of $1/r$.
\item In atomic units $c=1/\alpha$, where $\alpha$ is the fine-structure constant. Use $\mu_0=1/(\varepsilon_0c^2)$.
\item If $J=L+S$, the state with the largest $m_J$ can be made in one way from orbital and spin states.
\end{enumerate}

\section{Solution}

\subsection{The length scale}

Setting the two energies equal and multiplying by $mr^3/\hbar^2$ gives
\begin{equation}
\frac{\hbar^2}{mr^2}=\frac{\mu_0\mu^2}{4\pi r^3}
\quad\Longrightarrow\quad
r=\frac{\mu_0\mu^2m}{4\pi\hbar^2}=3a_{\rm dd}.
\end{equation}
The kinetic scale falls as $1/r^2$ and the dipolar one as $1/r^3$, so the kinetic scale is the larger one beyond this separation. The length grows with the mass because a heavy atom pays less kinetic energy for being confined. This argument fixes $a_{\rm dd}$ up to a factor of order one. The factor $1/3$ comes from the next part.

\subsection{Fourier transform of the interaction}

Differentiate $1/r$ twice with respect to $z$, for $r\neq0$:
\begin{equation}
\partial_z\frac1r=-\frac{z}{r^3},\qquad
-\partial_z^2\frac1r=\frac1{r^3}-\frac{3z^2}{r^5}
=\frac{1-3\cos^2\theta}{r^3}.
\label{eq:deriv}
\end{equation}
The transform of $1/r$ follows from $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$. Under $\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}$ the Laplacian becomes $-k^2$, so the transform is $4\pi/k^2$. Likewise $-\partial_z^2$ becomes $+k_z^2$. With $\alpha_k$ the angle between $\mathbf k$ and the $z$ axis, the transform of $-\partial_z^2(1/r)$ is therefore
\begin{equation}
k_z^2\,\frac{4\pi}{k^2}=4\pi\cos^2\alpha_k .
\end{equation}

This includes a contribution from the origin, which does not belong to Eq.~(\ref{eq:V}). We understand $V$ with a small sphere around $r=0$ cut out, because at short range other forces between the atoms dominate; their effect is put into a separate contact term below. The part inside a sphere of radius $b$ follows from the divergence theorem. The outward normal has $z$ component $\cos\theta$, and on the surface $-\partial_z(1/r)=\cos\theta/b^2$, so
\begin{equation}
\int_{r<b}\!\left(-\partial_z^2\frac1r\right)d^3r
=\oint \cos\theta\,\frac{\cos\theta}{b^2}\,b^2\,d\Omega
=2\pi\int_{-1}^{1}u^2\,du=\frac{4\pi}{3}.
\end{equation}
The result does not depend on $b$, and $e^{-i\mathbf k\cdot\mathbf r}\to1$ inside the sphere as $b\to0$. The origin thus contributes $4\pi/3$ to the transform. Subtracting it and restoring the factor $\mu_0\mu^2/4\pi$ gives
\begin{equation}
\tilde V(\mathbf k)=\mu_0\mu^2\left(\cos^2\alpha_k-\frac13\right).
\label{eq:Vk}
\end{equation}
The transform depends on the direction of $\mathbf k$ but not on its length. Its lowest value is $-\mu_0\mu^2/3$, reached for $\mathbf k$ perpendicular to the moments.

\subsection{Energy of a density ripple}

Let the short-range forces be represented by a contact interaction $g\,\delta(\mathbf r)$. To first order in an interaction $U$, the low-energy scattering amplitude of two atoms with reduced mass $m/2$ is
\begin{equation}
f=-\frac{m/2}{2\pi\hbar^2}\int U\,d^3r=-\frac{m}{4\pi\hbar^2}\,g .
\end{equation}
The scattering length $a$ of the short-range forces is defined by $f=-a$ at zero energy, so $g=4\pi\hbar^2a/m$.

Now take a condensate at rest with density $n=n_0+\delta\cos(\mathbf k\cdot\mathbf r)$ and $\delta\ll n_0$. The mean-field interaction energy is
\begin{equation}
E_{\rm int}=\frac12\iint n(\mathbf r)\,U(\mathbf r-\mathbf r')\,n(\mathbf r')\,d^3r\,d^3r',
\qquad U=g\,\delta+V .
\end{equation}
The term in $n_0^2$ is the same with and without the ripple. The terms linear in $\delta$ average to zero. For the quadratic term write $\mathbf r'=\mathbf r-\mathbf s$. Since $U(\mathbf s)$ is even, the sine part of $\cos(\mathbf k\cdot\mathbf r-\mathbf k\cdot\mathbf s)$ integrates to zero and
\begin{equation}
\int U(\mathbf s)\cos(\mathbf k\cdot\mathbf r-\mathbf k\cdot\mathbf s)\,d^3s
=\tilde U(\mathbf k)\cos(\mathbf k\cdot\mathbf r).
\end{equation}
The mean of $\cos^2$ is $1/2$, so the interaction energy of the ripple per volume is $\frac12\delta^2\cdot\frac12\tilde U=\frac14\delta^2\,[g+\tilde V(\mathbf k)]$.

The condensate wave function is $\sqrt n$. Its kinetic energy density is
\begin{equation}
\frac{\hbar^2}{2m}\left(\nabla\sqrt n\right)^2
=\frac{\hbar^2}{2m}\,\frac{(\nabla n)^2}{4n}
\simeq\frac{\hbar^2k^2\delta^2}{8mn_0}\sin^2(\mathbf k\cdot\mathbf r),
\end{equation}
to leading order in $\delta$. Its mean is $\hbar^2k^2\delta^2/(16mn_0)$. Adding both parts, the ripple costs per volume
\begin{equation}
\frac{\Delta E}{\text{volume}}=\frac{\delta^2}{4}
\left[g+\tilde V(\mathbf k)+\frac{\hbar^2k^2}{4mn_0}\right].
\label{eq:ripple}
\end{equation}
A phase that varies in space would add a flow energy, which is never negative, so it cannot help to lower the energy.

\subsection{The stability limit}

From Eq.~(\ref{eq:add}), $\mu_0\mu^2/3=4\pi\hbar^2a_{\rm dd}/m$. Equation~(\ref{eq:Vk}) then reads $\tilde V=(4\pi\hbar^2a_{\rm dd}/m)(3\cos^2\alpha_k-1)$, and the bracket in Eq.~(\ref{eq:ripple}) becomes
\begin{equation}
\frac{4\pi\hbar^2}{m}\left[a+a_{\rm dd}\left(3\cos^2\alpha_k-1\right)+\frac{k^2}{16\pi n_0}\right].
\label{eq:bracket}
\end{equation}
In a very large sample $k$ can be as small as we like, and the last term vanishes. For $\mathbf k$ perpendicular to the moments the rest is $a-a_{\rm dd}$. If $a>a_{\rm dd}$, every weak ripple costs energy. If $a<a_{\rm dd}$, some ripples lower the energy and the uniform gas is not the state of lowest energy. This is the meaning of the number 12: a factor $4\pi$ from the contact coupling and a factor 3 from the angular dependence.

The direction has a simple picture. When $\mathbf k$ is perpendicular to $z$, the dense regions are sheets that contain the $z$ axis, so they extend along the direction in which atoms attract head to tail. For $\mathbf k$ along $z$ the sheets are perpendicular to the moments, the atoms in each sheet lie side by side, and the bracket contains $a+2a_{\rm dd}$: the dipoles then stiffen the gas.

The limit shifts in a finite sample. In a periodic box of side $\ell$, with one side along $z$, the smallest wave number perpendicular to the moments is $k=2\pi/\ell$, and $k^2/(16\pi n_0)=\pi/(4n_0\ell^2)$. Weak ripples in this direction then cost energy as long as
\begin{equation}
a>a_{\rm dd}-\frac{\pi}{4n_0\ell^2}.
\end{equation}
A small or dilute sample can thus resist weak ripples below $a=a_{\rm dd}$. This stability is only local. For $a<a_{\rm dd}$ a cloud stretched strongly enough along $z$ has a negative interaction energy, which grows as the inverse cube of its size while the kinetic energy grows as the inverse square, so the mean-field energy has no lower bound and the uniform state is at best metastable. The periodic box is also not a trap: in a trapped gas the limit depends on the shape of the cloud. All of this holds in mean-field theory with the dipolar force taken to first order; corrections from quantum fluctuations are left out.

\subsection{Atomic units}

In Hartree atomic units $\hbar=m_{\rm e}=e=4\pi\varepsilon_0=1$ and $c=1/\alpha$. Hence
\begin{equation}
\mu_0=\frac1{\varepsilon_0c^2}=4\pi\alpha^2,\qquad
\mu_{\rm B}=\frac{e\hbar}{2m_{\rm e}}=\frac12 .
\end{equation}
Insert these in Eq.~(\ref{eq:add}), with $\mu=\frac12(\mu/\mu_{\rm B})$:
\begin{equation}
a_{\rm dd}=\frac{4\pi\alpha^2}{12\pi}\cdot\frac14\left(\frac{\mu}{\mu_{\rm B}}\right)^2\frac{m}{m_{\rm e}}
=\frac{\alpha^2}{12}\,\frac{m}{m_{\rm e}}\left(\frac{\mu}{\mu_{\rm B}}\right)^2\ \text{bohr}.
\end{equation}
The factor $\alpha^2$ shows that magnetic forces between electrons are a relativistic effect, and a weak one. The large ratio $m/m_{\rm e}$ makes up for it. With $m=Am_{\rm u}$,
\begin{equation}
a_{\rm dd}=C\,A\left(\frac{\mu}{\mu_{\rm B}}\right)^2,\qquad
C=\frac{\alpha^2m_{\rm u}}{12m_{\rm e}}
=\frac{(0.00729735)^2\times1822.888}{12}=0.0080893\ \text{bohr}.
\label{eq:C}
\end{equation}

\subsection{The magnetic moments}

The magnetic moment operator of the electrons is $-\mu_{\rm B}(\mathbf L+g_s\mathbf S)$, with angular momenta in units of $\hbar$ and $g_s=2.00232$. The minus sign says that the moment points against the angular momentum; the dipolar length needs its size.

Consider a level with $J=L+S$. A state with $m_J=L+S$ requires $m_L=L$ and $m_S=S$, since neither can be larger. It is a single product state, and in it $L_z+g_sS_z$ has the value
\begin{equation}
\frac{\mu}{\mu_{\rm B}}=L+g_sS .
\label{eq:moment}
\end{equation}
The state $m_J=-J$ has a moment of the same size, directed along the field.

\emph{Rubidium-87.} There is one valence electron, with $L=0$ and $S=1/2$, and the nuclear spin is $I=3/2$. The state $F=2$, $m_F=2$ is again a single product, now of electron and nuclear spin states. Its moment is $\mu/\mu_{\rm B}=g_s/2=1.0012$.

\emph{Chromium-52.} The configuration $3d^5\,4s$ has six parallel spins, so $S=3$. A half-filled $d$ shell with parallel spins has one electron in each orbital, and the values $m_l=2,1,0,-1,-2$ add to zero; hence $L=0$ and $J=3$. The moment is $\mu/\mu_{\rm B}=3g_s=6.0070$. The nucleus has no spin, so there is no hyperfine structure.

\emph{Dysprosium-164.} The $4f^{10}$ shell has seven electrons with spin up and three with spin down, so $S=(7-3)/2=2$. The seven add up to no orbital angular momentum. By Hund's rules the three occupy $m_l=3,2,1$, which gives $L=6$, and in a shell more than half full the lowest level has $J=L+S=8$. The moment is $\mu/\mu_{\rm B}=6+2g_s=10.0046$. This nucleus has no spin either.

\subsection{The dipolar lengths}

Equation~(\ref{eq:C}) now gives
\begin{align}
\text{Rb-87:}\quad a_{\rm dd}&=0.0080893\times87\times(1.0012)^2=0.705\ \text{bohr},\\
\text{Cr-52:}\quad a_{\rm dd}&=0.0080893\times52\times(6.0070)^2=15.18\ \text{bohr},\\
\text{Dy-164:}\quad a_{\rm dd}&=0.0080893\times164\times(10.0046)^2=132.8\ \text{bohr}.
\end{align}
In nanometres these are 0.0373, 0.803 and 7.03. The approximate masses affect the results by roughly 0.1 percent, and the neglected nuclear moment would lower the rubidium value by about 0.3 percent, to 0.703 bohr. About 0.7, 15 and 133 bohr are safe figures within the model. For dysprosium the assumption of a pure $LS$ level is a further approximation; the second variation shows how the length responds when it is relaxed.

The moment enters squared and the mass linearly. From rubidium to chromium the moment grows by a factor 6, because six parallel spins replace one. The length would grow 36 times, but the lighter mass reduces this by $52/87$, leaving a factor of about 21.5. From chromium to dysprosium both factors help: the mass contributes 3.154 and the squared moment 2.774, together 8.75.

To read these numbers as forces in a gas, compare them with a scattering length of 100 bohr, a round value chosen for all three atoms. The ratio $a_{\rm dd}/a$ is then 0.007 for rubidium, 0.15 for chromium and 1.33 for dysprosium. By Eq.~(\ref{eq:bracket}), the dipolar force would be a correction below two percent in rubidium, even for $\mathbf k$ along $z$. In chromium, for ripples so long that the kinetic term is negligible, it would make the gas 15 percent softer with $\mathbf k$ perpendicular to the moments and 30 percent stiffer with $\mathbf k$ along them. For shorter ripples the kinetic term makes both relative changes smaller. A large uniform dysprosium gas would be beyond the mean-field stability limit.

The stability limit has also been found from a direct numerical integration of the Fourier transform, with the distance cut off at $60/k$. For dysprosium this gives 132.7 bohr, against 132.8 bohr from the formula. The difference comes from the cutoff and oscillates with it, by about 0.1 bohr near $60/k$; the test allowed a relative difference of 0.2 percent. The values are listed in the numerical output.

\section{Variation 1: rubidium in its lower hyperfine level}

\emph{What is the dipolar length of rubidium-87 in the state $F=1$, $m_F=1$, in a weak field?}

Two product states $|m_I,m_S\rangle$ have total projection 1: $|\frac12,\frac12\rangle$ and $|\frac32,-\frac12\rangle$. Lowering the state $|\frac32,\frac12\rangle$, which has $F=2$, with $I_-+S_-$ gives $\sqrt3\,|\frac12,\frac12\rangle+|\frac32,-\frac12\rangle$. The coefficient of the first term is $\sqrt{I(I+1)-m_I(m_I-1)}=\sqrt{15/4-3/4}=\sqrt3$; that of the second is 1. This is the unnormalized state $F=2$, $m_F=1$. The state with $F=1$ is orthogonal to it:
\begin{equation}
|F{=}1,m_F{=}1\rangle=\tfrac12\,|\tfrac12,\tfrac12\rangle-\tfrac{\sqrt3}{2}\,|\tfrac32,-\tfrac12\rangle .
\end{equation}
The mean electron spin is
\begin{equation}
\langle S_z\rangle=\tfrac14\cdot\tfrac12-\tfrac34\cdot\tfrac12=-\tfrac14 ,
\end{equation}
so $\mu/\mu_{\rm B}=g_s/4=0.5006$. This is half the moment of the stretched state, and the dipolar length is a quarter: 0.176 bohr. The nuclear moment would raise this to 0.177 bohr.

The result needs a weak field, in which the hyperfine coupling fixes the mixture. The scale is the field at which $g_s\mu_{\rm B}B$ equals the hyperfine splitting of 6.83 GHz, about 0.24 T; at 10 mT the moment has already risen to 0.53 and the length to 0.198 bohr. In a strong field the lower of the two states with projection 1 tends to $|\frac32,-\frac12\rangle$, whose spin is fully polarized. Its moment approaches $g_s/2$ and its dipolar length approaches the 0.705 bohr of the stretched state.

\section{Variation 2: dysprosium beyond pure $LS$ coupling}

\emph{Spin--orbit coupling conserves $J$ but not $L$ and $S$ separately. How does it change the dipolar length of dysprosium?}

The $4f^{10}$ shell also has two terms $^3K$, with $L=7$ and $S=1$, each of which contains a level with $J=8$. Spin--orbit coupling mixes these into the ground level in first order. The other $J=8$ levels of the shell ($^3L$, $^3M$, $^1L$) differ from $^5I$ by two or more units of $L$, enter only in higher order, and are neglected here. A $^3K_8$ level too has $J=L+S$, so Eq.~(\ref{eq:moment}) gives its moment as $7+g_s=9.0023$ Bohr magnetons. The operators $\mathbf L$ and $\mathbf S$ do not change the values of $L$ and $S$, nor do they connect the two $^3K$ terms, so the moment has no cross terms between the components. If the $^3K_8$ levels have total weight $w$,
\begin{equation}
\frac{\mu}{\mu_{\rm B}}=(1-w)\,10.0046+w\,9.0023 .
\end{equation}
One unit of spin has been exchanged for one unit of orbital angular momentum, which carries about half the moment, so this mixing lowers the total. An illustrative weight $w=0.05$ gives $\mu/\mu_{\rm B}=9.9545$ and $a_{\rm dd}=131.5$ bohr. The length falls by about twice the relative change of the moment, because the moment enters squared.

The length can also be obtained from the g-factor $g_J$ of the ground level. Pure $LS$ coupling gives $g_J=10.0046/8\approx1.25$. Suppose instead $g_J=1.24$, a value taken here as an input. The moment is then $Jg_J=8\times1.24=9.92$ Bohr magnetons, and
\begin{equation}
a_{\rm dd}=0.0080893\times164\times(9.92)^2=130.55\ \text{bohr},
\end{equation}
or 6.91 nm. An uncertainty of 0.005 in $g_J$ is 0.4 percent of its value, hence 0.8 percent of the length, or about 1 bohr. With this input the dipolar length is between 130 and 131 bohr, some 2 percent below the pure $LS$ value. Mixing with $^3K_8$ shifts $g_J$ and the length in this direction; the actual weight $w$ is not determined here.

\section*{Calculated quantities}
\begin{verbatim}
fine-structure constant: 0.0072974
electron spin g-factor (size): 2.00232
atomic mass constant / electron mass: 1822.888
prefactor C = alpha^2 m_u/(12 m_e): 0.0080893 bohr
Moments in Bohr magnetons
  Rb-87, F=2, |m_F|=2: 1.0012
  Rb-87, F=1, |m_F|=1: 0.5006
  Cr-52, 7S3: 6.0070
  Dy-164, pure 5I8: 10.0046
  3K8 term of dysprosium: 9.0023
  Dy-164, with weight 0.05 of 3K8: 9.9545
  Dy-164, rough g-factor 1.24: 9.92
Dipolar lengths
  Rb-87, F=2: 0.705 bohr = 0.0373 nm
  Rb-87, F=1: 0.176 bohr
  Cr-52: 15.18 bohr = 0.803 nm
  Dy-164, pure 5I8: 132.8 bohr = 7.03 nm
  Dy-164, with 3K8 admixture: 131.5 bohr
  Dy-164, rough g-factor: 130.5 bohr = 6.91 nm
Dysprosium (pure 5I8) against chromium
  mass factor: 3.154
  squared moment factor: 2.774
  ratio of lengths: 8.75
Stability threshold from numerical Fourier transform
  Dy-164, pure 5I8: 132.7 bohr
\end{verbatim}
